# Gauge origin, sum rules and London orbitals in finite-basis magnetizabilities: a program that tests the result

```python
"""Gauge-origin dependence of the magnetizability of H2+ in finite bases.

Result under test, in atomic units, for a field along x and bond along z:
  xi(D) = xi(0) - |x cross D|^2 (1 - T) / 4       ordinary basis,
  xi(D) = xi(0)                                   London orbitals,
where E(B) = E(0) - xi B^2/2, D is the displacement of the gauge origin from
the bond midpoint, and T = 2 sum_n |<n|p_g|0>|^2/(E_n-E_0) is the velocity
sum along g = x cross D. Exact states have T = 1.
The mixed sum M = 2 Re i sum_n <0|p_g|n><n|r_g|0> is also 1 for exact states.
All basis functions are combinations of s Gaussians. A London function has
the extra factor exp(-i k.r), k = B cross (K - O)/2, K its parent nucleus.
"""
from itertools import combinations_with_replacement
import numpy as np
from scipy.linalg import eigh
from scipy.special import erf
from scipy import constants

FIELD_STEP = 0.004
X_AXIS = np.array([1.0, 0.0, 0.0])
MIDPOINT = np.zeros(3)


def boys_zero(z):
    small = np.abs(z) < 1e-4
    root = np.sqrt(np.where(small, 1.0, z))
    return np.where(small, 1 - z / 3 + z**2 / 10,
                    0.5 * np.sqrt(np.pi) * erf(root) / root)


def primitive_matrices(exps, centres, nuclei, field, origin, phase_points):
    """Overlap, Hamiltonian and complex product centres of s Gaussians."""
    if phase_points is None:
        k = np.zeros_like(centres)
    else:
        k = 0.5 * np.cross(field, phase_points - origin)
    total = exps[:, None] + exps[None, :]
    q = k[:, None, :] - k[None, :, :]
    weighted = exps[:, None] * centres
    w = weighted[:, None, :] + weighted[None, :, :]
    distance2 = np.sum((centres[:, None] - centres[None, :])**2, axis=2)
    product_centre = (w + 0.5j * q) / total[:, :, None]
    exponent = (-exps[:, None] * exps[None, :] * distance2
                + 1j * np.sum(q * w, axis=2)
                - np.sum(q * q, axis=2) / 4) / total
    overlap = (np.pi / total)**1.5 * np.exp(exponent)
    # (p + A) acting on a Gaussian multiplies it by (slope @ r + constant).
    cross_matrix = np.cross(field, np.eye(3)).T
    slope = 2j * exps[:, None, None] * np.eye(3) + 0.5 * cross_matrix
    constant = -2j * weighted - k - 0.5 * np.cross(field, origin)
    ket = np.einsum('bij,abj->abi', slope, product_centre) + constant[None]
    bra = (np.einsum('aij,abj->abi', slope.conj(), product_centre)
           + constant.conj()[:, None])
    spread = np.einsum('aij,bij->ab', slope.conj(), slope) / (2 * total)
    hamiltonian = 0.5 * overlap * (np.sum(bra * ket, axis=2) + spread)
    for nucleus in nuclei:
        d = product_centre - nucleus
        z = total * np.sum(d * d, axis=2)
        hamiltonian -= 2 * np.sqrt(total / np.pi) * overlap * boys_zero(z)
    return overlap, hamiltonian, product_centre


class Basis:
    """Gaussian shells on both protons; p and d are differences of lobes."""

    def __init__(self, bond, s_exps, p_exps=(), d_exps=()):
        self.bond = bond
        self.nuclei = np.array([[0, 0, -bond / 2], [0, 0, bond / 2]])
        exps, centres, parents, columns = [], [], [], []
        for nucleus in self.nuclei:
            for order, shell in enumerate((s_exps, p_exps, d_exps)):
                for a in shell:
                    for axes in combinations_with_replacement(range(3), order):
                        lobes = [(1.0, np.zeros(3))]
                        for axis in axes:
                            step = 0.1 / np.sqrt(a) * np.eye(3)[axis]
                            lobes = [(sign * c, shift + sign * step)
                                     for c, shift in lobes
                                     for sign in (1, -1)]
                        column = []
                        for c, shift in lobes:
                            column.append((len(exps), c))
                            exps.append(a)
                            centres.append(nucleus + shift)
                            parents.append(nucleus)
                        columns.append(column)
        self.exps = np.array(exps)
        self.centres = np.array(centres)
        self.parents = np.array(parents)
        self.contraction = np.zeros((len(exps), len(columns)))
        for j, column in enumerate(columns):
            for i, c in column:
                self.contraction[i, j] = c
        overlap, _, _ = self.primitives(0.0, MIDPOINT, None)
        norm = np.sqrt(np.diag(self.contract(overlap)).real)
        self.contraction /= norm

    def contract(self, matrix):
        return self.contraction.T @ matrix @ self.contraction

    def primitives(self, strength, origin, phase_points):
        return primitive_matrices(self.exps, self.centres, self.nuclei,
                                  strength * X_AXIS, origin, phase_points)

    def matrices(self, strength, origin, phase_points):
        s, h, _ = self.primitives(strength, origin, phase_points)
        return self.contract(s), self.contract(h)

    def energy(self, strength, origin, phase_points=None):
        s, h = self.matrices(strength, origin, phase_points)
        return eigh(h, s, eigvals_only=True)[0]

    def field_magnetizability(self, origin, phase_points=None):
        e0 = self.energy(0.0, origin, phase_points)
        estimates = [-2 * (self.energy(b, origin, phase_points) - e0) / b**2
                     for b in (FIELD_STEP, 2 * FIELD_STEP)]
        return (4 * estimates[0] - estimates[1]) / 3

    def sums(self, origin):
        """Perturbation sums evaluated with the zero-field eigenvectors."""
        s, h, pc = self.primitives(0.0, origin, None)
        energies, vectors = eigh(self.contract(h), self.contract(s))
        ground = vectors[:, 0]

        def column(primitive_matrix):
            return vectors.conj().T @ self.contract(primitive_matrix) @ ground

        r = pc - origin
        factor = 2j * self.exps[None, :]
        momentum = [column(s * factor * (pc[:, :, i] - self.centres[:, i]))
                    for i in range(3)]
        position = [column(s * r[:, :, i]) for i in range(3)]
        arm = self.centres - origin
        angular = column(-factor * s * (r[:, :, 1] * arm[:, 2]
                                        - r[:, :, 2] * arm[:, 1]))
        total = self.exps[:, None] + self.exps[None, :]
        rho2 = column(s * (r[:, :, 1]**2 + r[:, :, 2]**2 + 1 / total))[0].real
        gap = energies[1:] - energies[0]
        velocity = [2 * np.sum(np.abs(v[1:])**2 / gap) for v in momentum]
        mixed = [2 * np.real(1j * np.sum(v[1:].conj() * x[1:]))
                 for v, x in zip(momentum, position)]
        linear = np.real(np.sum(angular[1:].conj() * momentum[1][1:] / gap))
        return {'energy': energies[0] + 1 / self.bond,
                'dia': -rho2 / 4,
                'para': 0.5 * np.sum(np.abs(angular[1:])**2 / gap),
                'T': velocity, 'M': mixed, 'linear': linear}


def quadrature_check():
    """Compare London integrals with direct integration around one proton."""
    exps = np.array([0.3, 0.9])
    centres = np.array([[0.0, 0.0, -1.0], [0.0, 0.3, 1.0]])
    nucleus = np.array([0.0, 0.0, 1.0])
    field, origin = np.array([0.2, 0.1, 0.0]), np.array([0.5, 1.0, -0.7])
    s, h, _ = primitive_matrices(exps, centres, [nucleus], field, origin,
                                 centres)
    x, wx = np.polynomial.legendre.leggauss(60)
    radius, wr = 5 * (x + 1), 5 * wx
    cosine, wc = np.polynomial.legendre.leggauss(32)
    phi = 2 * np.pi * np.arange(32) / 32
    rr, cc, pp = np.meshgrid(radius, cosine, phi, indexing='ij')
    sine = np.sqrt(1 - cc**2)
    local = np.stack([rr * sine * np.cos(pp), rr * sine * np.sin(pp),
                      rr * cc], axis=-1).reshape(-1, 3)
    weight = (wr[:, None, None] * wc[None, :, None] * rr**2
              * 2 * np.pi / 32).ravel()
    points = local + nucleus
    potential_a = 0.5 * np.cross(field, points - origin)
    values, kinetic_momenta = [], []
    for a, centre in zip(exps, centres):
        k = 0.5 * np.cross(field, centre - origin)

        def orbital(r):
            return np.exp(-a * np.sum((r - centre)**2, axis=1) - 1j * (r @ k))

        value = orbital(points)
        step = 1e-3
        gradient = np.stack([(orbital(points + step * unit)
                              - orbital(points - step * unit)) / (2 * step)
                             for unit in np.eye(3)], axis=1)
        values.append(value)
        kinetic_momenta.append(-1j * gradient + potential_a * value[:, None])
    overlap = np.sum(weight * values[0].conj() * values[1])
    kinetic = 0.5 * np.sum(weight[:, None] * kinetic_momenta[0].conj()
                           * kinetic_momenta[1])
    attraction = -np.sum(weight * values[0].conj() * values[1] / rr.ravel())
    error = max(abs(overlap - s[0, 1]), abs(kinetic + attraction - h[0, 1]))
    # The limit is the second-order finite-difference error of the gradient.
    assert error < 1e-5
    return error


quadrature_error = quadrature_check()
bond_length, displacement = 2.0, 5.0
shift_y = np.array([0.0, displacement, 0.0])
shift_z = np.array([0.0, 0.0, displacement])
s_exponents = 0.1 * 3.0**np.arange(6)
bases = {'s': Basis(bond_length, s_exponents),
         'sp': Basis(bond_length, s_exponents, s_exponents),
         'spd': Basis(bond_length, s_exponents, s_exponents,
                      s_exponents[1:4])}
print(f"bond length {bond_length:.1f} a0; origin shift {displacement:.1f} a0")
print("s and p exponents (a0^-2):", *[f"{a:.1f}" for a in s_exponents])
print("d exponents (a0^-2):", *[f"{a:.1f}" for a in s_exponents[1:4]])
print(f"field step {FIELD_STEP:.3f} a.u.")
print("xi = magnetizability in a.u. (e^2 a0^2/m_e)")

ordinary, london, results = {}, {}, {}
for name, basis in bases.items():
    at_mid, at_y, at_z = [basis.sums(o) for o in (MIDPOINT, shift_y, shift_z)]
    results[name] = at_mid
    numeric = [basis.field_magnetizability(o)
               for o in (MIDPOINT, shift_y, shift_z)]
    for value, sums in zip(numeric, (at_mid, at_y, at_z)):
        assert abs(value - sums['dia'] - sums['para']) < 1e-4
    for value, axis in ((numeric[1], 2), (numeric[2], 1)):
        predicted = -0.25 * displacement**2 * (1 - at_mid['T'][axis])
        assert abs(value - numeric[0] - predicted) < 2e-4
    london_values = [basis.field_magnetizability(o, basis.parents)
                     for o in (MIDPOINT, shift_y, shift_z)]
    assert np.ptp(london_values) < 1e-5
    ordinary[name], london[name] = numeric, london_values
    print(f"[{name}] functions: {basis.contraction.shape[1]}")
    print(f"[{name}] total energy: {at_mid['energy']:.5f} hartree")
    print(f"[{name}] velocity sums T_y, T_z: "
          f"{at_mid['T'][1]:.5f}, {at_mid['T'][2]:.5f}")
    print(f"[{name}] mixed sums M_y, M_z: "
          f"{at_mid['M'][1]:.5f}, {at_mid['M'][2]:.5f}")
    print(f"[{name}] midpoint xi_dia, xi_para: "
          f"{at_mid['dia']:.4f}, {at_mid['para']:.4f}")
    for label, moved in (('y', at_y), ('z', at_z)):
        print(f"[{name}] shift {label}: change of xi_dia, xi_para: "
              f"{moved['dia'] - at_mid['dia']:.4f}, "
              f"{moved['para'] - at_mid['para']:.4f}")
    print(f"[{name}] ordinary xi, midpoint/y/z: "
          + ", ".join(f"{v:.4f}" for v in numeric))
    print(f"[{name}] London xi, midpoint/y/z: "
          + ", ".join(f"{v:.4f}" for v in london_values))

# On-axis s functions cannot represent y times the ground state at all.
assert results['s']['T'][1] < 1e-10
for axis in (1, 2):
    assert abs(1 - results['sp']['T'][axis]) < 0.15
    assert abs(1 - results['spd']['T'][axis]) < 0.05
    assert abs(1 - results['spd']['M'][axis]) < 0.05
assert abs(london['spd'][0] - ordinary['spd'][0]) < 0.01

# Linear sum rule about a displaced origin; its exact side is <z - O_z>/(-2).
linear_sum = bases['spd'].sums(shift_z)['linear']
linear_exact = displacement / 2
assert abs(linear_sum / linear_exact - 1) < 0.05
print(f"[spd] linear sum rule, basis and exact: "
      f"{linear_sum:.4f}, {linear_exact:.4f} a.u.")

# Strong-field invariance holds matrix element by matrix element.
strong_field, far_origin = 0.1, np.array([3.0, 5.0, -4.0])
basis = bases['sp']
first = basis.matrices(strong_field, MIDPOINT, basis.parents)
second = basis.matrices(strong_field, far_origin, basis.parents)
matrix_change = max(np.max(np.abs(a - b)) for a, b in zip(first, second))
energy_change = (basis.energy(strong_field, far_origin)
                 - basis.energy(strong_field, MIDPOINT))
assert matrix_change < 1e-9 and abs(energy_change) > 1e-5
print(f"strong field {strong_field:.1f} a.u., origin (3,5,-4) a0, sp basis:")
print(f"  largest London matrix change: {matrix_change:.1e} a.u.")
print(f"  ordinary energy change: {energy_change:.6f} hartree")

# One common phase point gives invariance but only relocates the origin.
basis = bases['s']
common = np.tile(shift_z, (len(basis.exps), 1))
common_values = [basis.field_magnetizability(o, common)
                 for o in (MIDPOINT, shift_y)]
assert np.ptp(common_values) < 1e-5
assert abs(common_values[0] - ordinary['s'][2]) < 1e-5
print("[s] all phases at (0,0,5) a0, xi for midpoint/y origin: "
      + ", ".join(f"{v:.4f}" for v in common_values))

# At large separation the correct value is that of one spherical atom.
stretched_length = 20.0
stretched = Basis(stretched_length, s_exponents)
stretched_sums = stretched.sums(MIDPOINT)
stretched_ordinary = stretched_sums['dia'] + stretched_sums['para']
stretched_london = stretched.field_magnetizability(MIDPOINT, stretched.parents)
atomic_limit = -0.25 * 2.0  # the 1s density has <y^2 + z^2> = 2 a0^2
assert abs(stretched_london - atomic_limit) < 0.02
assert stretched_ordinary < -20
print(f"stretched bond: {stretched_length:.1f} a0, s basis, midpoint origin")
print(f"  ordinary xi: {stretched_ordinary:.4f} a.u.")
print(f"  London xi: {stretched_london:.4f} a.u.")
print(f"  isolated-atom xi: {atomic_limit:.4f} a.u.")

bohr = constants.physical_constants['Bohr radius'][0]
si_unit = constants.e**2 * bohr**2 / constants.m_e
print(f"1 a.u. of magnetizability: {si_unit:.5e} J T^-2")
print(f"[spd] London xi: {london['spd'][0] * si_unit:.3e} J T^-2")
print(f"[s] ordinary xi, shift z: {ordinary['s'][2] * si_unit:.3e} J T^-2")
print(f"London integral quadrature error: {quadrature_error:.1e} a.u.")
print("all assertions hold")
```

Output:

```
bond length 2.0 a0; origin shift 5.0 a0
s and p exponents (a0^-2): 0.1 0.3 0.9 2.7 8.1 24.3
d exponents (a0^-2): 0.3 0.9 2.7
field step 0.004 a.u.
xi = magnetizability in a.u. (e^2 a0^2/m_e)
[s] functions: 12
[s] total energy: -0.59050 hartree
[s] velocity sums T_y, T_z: 0.00000, 0.71147
[s] mixed sums M_y, M_z: 0.00000, 0.91078
[s] midpoint xi_dia, xi_para: -0.5016, 0.0000
[s] shift y: change of xi_dia, xi_para: -6.2500, 4.4467
[s] shift z: change of xi_dia, xi_para: -6.2500, 0.0000
[s] ordinary xi, midpoint/y/z: -0.5016, -2.3050, -6.7516
[s] London xi, midpoint/y/z: -0.4360, -0.4360, -0.4360
[sp] functions: 48
[sp] total energy: -0.60212 hartree
[sp] velocity sums T_y, T_z: 0.97846, 1.00366
[sp] mixed sums M_y, M_z: 0.99115, 0.99967
[sp] midpoint xi_dia, xi_para: -0.4388, 0.0371
[sp] shift y: change of xi_dia, xi_para: -6.2500, 6.2728
[sp] shift z: change of xi_dia, xi_para: -6.2500, 6.1154
[sp] ordinary xi, midpoint/y/z: -0.4016, -0.3788, -0.5363
[sp] London xi, midpoint/y/z: -0.4013, -0.4013, -0.4013
[spd] functions: 84
[spd] total energy: -0.60239 hartree
[spd] velocity sums T_y, T_z: 0.99874, 1.00004
[spd] mixed sums M_y, M_z: 0.99987, 0.99999
[spd] midpoint xi_dia, xi_para: -0.4384, 0.0377
[spd] shift y: change of xi_dia, xi_para: -6.2500, 6.2503
[spd] shift z: change of xi_dia, xi_para: -6.2500, 6.2422
[spd] ordinary xi, midpoint/y/z: -0.4007, -0.4004, -0.4085
[spd] London xi, midpoint/y/z: -0.4006, -0.4006, -0.4006
[spd] linear sum rule, basis and exact: 2.4969, 2.5000 a.u.
strong field 0.1 a.u., origin (3,5,-4) a0, sp basis:
  largest London matrix change: 1.5e-14 a.u.
  ordinary energy change: 0.000982 hartree
[s] all phases at (0,0,5) a0, xi for midpoint/y origin: -6.7516, -6.7516
stretched bond: 20.0 a0, s basis, midpoint origin
  ordinary xi: -25.4985 a.u.
  London xi: -0.4985 a.u.
  isolated-atom xi: -0.5000 a.u.
1 a.u. of magnetizability: 7.89104e-29 J T^-2
[spd] London xi: -3.161e-29 J T^-2
[s] ordinary xi, shift z: -5.328e-28 J T^-2
London integral quadrature error: 7.2e-08 a.u.
all assertions hold
```
